Why the zero-temperature Mott transition of DMFT lies at U_c2

**Definitions and conventions**

The system is the one-band Hubbard model at half filling, with hopping t and repulsion U per doubly occupied site. Magnetic order is excluded, the temperature is zero, and the lattice has infinite coordination, so that the self-energy is local and dynamical mean-field theory (DMFT) applies. The band density is the semicircle

ρ(e) = √(4 − e²)/(2π), |e| ≤ 2,

in units where the hopping is t = 1. E is the energy per site and d = ⟨n↑n↓⟩ the double occupancy. Indices M and I denote the metallic and the insulating solution. The metal exists for U < U_c2 and the insulator for U > U_c1; between the two values they coexist.

With the chemical potential U/2 the interaction per site can be written U(n↑ − ½)(n↓ − ½). Multiplied out, this is Un↑n↓ − (U/2)(n↑ + n↓) + U/4. At one electron per site its mean is Ud − U/4, so U/4 must be added back to obtain E.

DMFT replaces the lattice by one interacting impurity coupled to bath levels ε_l by hoppings V_l. The Hartree part of the self-energy is cancelled by the chemical potential. Particle-hole symmetry makes the remaining functions imaginary on the imaginary axis. For ω > 0:

hybridization: Δ(iω) = Σ_l V_l²/(iω − ε_l) = −iD(ω)
self-energy: iω − Σ(iω) = iy(ω)
impurity Green function: −iG, with G = 1/(y + D)
local lattice Green function: −ig, with g = ∫de ρ(e) y/(y² + e²)

For the semicircle the last integral is g = 2/(y + √(y² + 4)). The bath is self-consistent when g = G.

**What decides the transition**

Where two solutions coexist, the ground state is the one with lower E. The existence limits U_c1 and U_c2 do not by themselves say where the energies cross. The comparison follows from the law dE/dU = d on each branch, together with the value of the energy difference at one point. The law alone fixes each energy only up to a constant. The missing constant comes from the merger of the two solutions at U_c2, which needs its own argument.

**An energy that is stationary in the bath**

For a local self-energy, the interaction part of the grand potential is the same functional F[Σ] for the lattice site and for the impurity. What remains is Gaussian. For two spins, with ω and −ω combined,

E − U/4 = F − (2/π)∫₀^∞ dω L(y), L(y) = ∫de ρ(e) ½ ln(e² + y²)
E_imp − E_bath = F − (2/π)∫₀^∞ dω ln(y + D)

Here E_imp is the ground energy of impurity plus bath, and E_bath that of the bath alone. Each integral needs the same cutoff; their difference converges. Subtracting the second line from the first removes F:

E = U/4 + E_imp − E_bath − (2/π)∫₀^∞ dω [L(y) − ln(y + D)] (1)

Now vary the bath at fixed U. Integrating out the bath puts the term Δ into the quadratic action of the impurity, so first-order perturbation theory gives

δ(E_imp − E_bath) = 2∫dω/(2π) (−iG)(−iδD) = −(2/π)∫₀^∞ dω G δD,

where the first integral runs over all ω. In the bracket of (1), dL/dy = g and δ ln(y + D) = G(δy + δD). Therefore

δE = −(2/π)∫₀^∞ dω [GδD + gδy − Gδy − GδD]
 = −(2/π)∫₀^∞ dω (g − G)δy (2)

At self-consistency this vanishes: E is stationary.

When U changes, the bath changes too, but by stationarity this costs nothing at first order. At fixed bath the explicit derivative of E_imp is ⟨(n↑ − ½)(n↓ − ½)⟩ = d_imp − ¼, and the term U/4 adds ¼. The self-energy also changes, and its effect is given by (2):

dE/dU = d_imp − (2/π)∫₀^∞ dω (g − G)(∂y/∂U)_bath (3)

For g = G the integral is zero and dE/dU = d. The derivation uses stationarity and not minimality, so it holds on a branch that is not the ground state as well.

**Integrating from the merger**

Suppose that E_M = E_I at U_c2. Integrating the difference of the two slopes from U to U_c2 gives

0 − [E_M(U) − E_I(U)] = ∫_U^{U_c2} dU′ [d_M(U′) − d_I(U′)],

that is,

E_M(U) − E_I(U) = −∫_U^{U_c2} dU′ [d_M(U′) − d_I(U′)] (4)

If the metal has the larger double occupancy throughout coexistence, the right side is negative there. The metal is then the ground state up to U_c2, and the insulator is a solution of higher energy down to U_c1. An earlier crossing would make the energy difference vanish at two values of U, and d_M − d_I would have to vanish somewhere between them.

Two things remain to be shown: that the solutions merge, and that d_M > d_I. Both can be examined in a model with a single bath level.

**The solvable model**

Let the bath be one level at zero energy with hopping V. The energy (1) is made stationary in V; this is a dynamical impurity approximation to DMFT. The metal has V ≠ 0 and the insulator V = 0. Because one number cannot enforce g = G at every frequency, the integral in (3) survives. The slope dE/dU at stationary V is still what enters (4), and d_M and d_I denote this slope from here on.

The two-electron ground state is a singlet. The state with one electron on each site has energy −U/4. The even combination of the two states with both electrons on one site has energy +U/4. They are coupled by 2V, so

E_imp = −R, R = √(U²/16 + 4V²) = ¼√(U² + 64V²).

With one electron, the energies are −U/4 (electron on the impurity) and +U/4 (electron on the bath site), coupled by V. The eigenvalues are ±r with r = ¼√(U² + 16V²). The three-electron states have the same energies by particle-hole symmetry. The impurity Green function thus has poles at ±(R + r) and ±(R − r), is odd in z, and falls off as 1/z:

G_imp(z) = z(z² − c)/{[z² − (R + r)²][z² − (R − r)²]}.

The constant c follows from the coefficient of 1/z³, the second spectral moment. Since [c↑, H] contains V times the bath operator and U(n↓ − ½)c↑, and (n↓ − ½)² = ¼, this moment is V² + U²/4. Expanding G_imp gives 2R² + 2r² − c for the same quantity. With 2R² + 2r² = U²/4 + 10V², c = 9V². Using also R² − r² = 3V²,

1/G_imp = [z⁴ − (U²/4 + 10V²)z² + 9V⁴]/[z(z² − 9V²)]
z − V²/z = [z⁴ − 10V²z² + 9V⁴]/[z(z² − 9V²)].

The self-energy is the second line minus the first, Σ = (U²/4) z/(z² − 9V²). On the imaginary axis

y = ω + (U²/4) ω/(ω² + 9V²), D = V²/ω (5)

At small ω this is y = ω/Z with 1/Z = 1 + U²/(36V²), so a nonzero V gives a quasiparticle weight

Z = 36V²/(36V² + U²).

At V = 0, with an average over the two spin directions of the isolated impurity, y₀ = ω + U²/(4ω). This diverges at ω → 0 and describes an insulator.

**How the metal leaves the insulator**

Near the merger V is small, and E(V) − E(0) is needed to order V². There are three contributions.

The impurity energy changes by −¼[√(U² + 64V²) − U] ≈ −8V²/U.

At frequencies of order U, (5) gives δy = −(9U²/4)V²/ω³ and D = V²/ω. The bracket in (1) changes by

(g₀ − 1/y₀)δy − V²/(ωy₀), with g₀ = g(y₀) and ωy₀ = ω² + U²/4.

The last term integrates to −πV²/U and, after the factor −2/π, contributes +2V²/U. The first term contributes −(9U²/2π)K₃V², where

K₃ = ∫₀^∞ dω (1/y₀ − g₀)/ω³.

This converges at ω → 0, because there 1/y₀ − g₀ ≈ 1/y₀³ is proportional to ω³.

The expansion in δy needs ω ≫ V. At ω of order V it already fails, but y is still large there, of order U²/V, and the bracket is small. At frequencies of order V², y is no longer large. There y ≈ U²ω/(36V²). With a = U²/36 this means dω = (V²/a)dy and D = a/y. The bracket is [L(y) − ln y] − ln(1 + a/y²). From ∫₀^∞ dy ln(1 + b²/y²) = πb, the first part integrates to π⟨|e|⟩/2 and the second to π√a = πU/6. The contribution to E is

−(2/π)(36V²/U²)[π⟨|e|⟩/2 − πU/6] = −36⟨|e|⟩V²/U² + 12V²/U.

In the range between, ω of order V, the bracket is the sum of the tails of these two expressions and the V = 0 term, so nothing is missed or counted twice at order V². Adding up, with −8 + 2 + 12 = 6,

E(V) − E(0) = A(U)V² + higher orders
A(U) = 6/U − 36⟨|e|⟩/U² − (9U²/2π)K₃ (6)

For the semicircle ⟨|e|⟩ = 8/(3π) ≈ 0.849.

The positive term 6/U dominates at large U, where attaching the level costs energy. At smaller U the two negative terms together win. The larger is the second, which comes from the band energy of quasiparticles in the narrow range ω ~ V²; where A vanishes the three terms are 1.03, −0.89 and −0.13. The zero of A is at U = 5.845. The metallic branch, followed numerically to V → 0, ends at the same value to the digits given. At 0.1 below it A = −0.0205, and at 0.1 above A = +0.0190. The insulator is therefore unstable towards the metal just below this U and locally stable just above it. This is U_c2 of the model.

**Why the metal has the larger double occupancy there**

Take the slope of (6) at fixed V, which is allowed because the metal is stationary in V:

d_M − d_I ≈ A′(U_c2)V² (7)

The two values of A give A′ ≈ (0.01903 + 0.02045)/0.2 = 0.197, which is positive. The slope difference is thus positive near the merger and vanishes with V².

How V² depends on U requires the next order. Assume the form E(V) − E(0) = AV² + BV⁴ with B > 0. Stationarity gives V² = −A/(2B), and with A ≈ −A′(U_c2 − U),

V² = A′(U_c2 − U)/(2B), d_M − d_I = α(U_c2 − U), α = A′²/(2B).

Equation (4) then yields

E_M − E_I = −(α/2)(U_c2 − U)² (8)

The assumed form can be checked against the numerical metal. The slope difference near the merger gives α = 0.0340, hence B = 0.197²/(2 × 0.0340) ≈ 0.57. This predicts V² ≈ 0.172 × 0.345 ≈ 0.059 at U = 5.5; the solution has V = 0.240, or V² = 0.058. At 0.05 below U_c2 the ratio of E_M − E_I to −½(U_c2 − U)(d_M − d_I) is 1.000.

The energies and their slopes agree at U_c2, while the second derivatives differ by α. The quasiparticle weight goes to zero in proportion to V². In this sense the transition is continuous. The gap of the insulator does not close: at real frequency its band edges lie where ω − U²/(4ω) = ±2, and the inner pair, ω = ±[√(1 + U²/4) − 1], is nonzero at U_c2. The metal merges with the insulator by losing the weight of a quasiparticle band inside this gap.

**The energies in numbers**

For four values of U the stationary solutions give the following (energies in t):

U = 4.0: E_M = −0.1769, E_I = −0.1214, Z = 0.38
U = 4.5: E_M = −0.1385, E_I = −0.1085, Z = 0.27
U = 5.0: E_M = −0.1101, E_I = −0.0981, Z = 0.16
U = 5.5: E_M = −0.0915, E_I = −0.0895, Z = 0.06

The metal is lower each time, by an amount that shrinks towards U_c2. These are values of the one-level model, not of converged DMFT. With the larger baths described below, U = 5 gives E_M ≈ −0.114, E_I ≈ −0.105 and d_I ≈ 0.024, so the energy difference shrinks from −0.012 to −0.009. The slope differences are

U = 5.0: 0.0470 − 0.0189 = 0.0281
U = 5.5: 0.0274 − 0.0158 = 0.0117 (from unrounded values)
U = 5.845: 0

Joining these three points by straight lines gives a hand estimate of the integral in (4) from U = 5:

0.5 × (0.0281 + 0.0117)/2 + 0.345 × 0.0117/2 ≈ 0.0100 + 0.0020 = 0.0120.

The direct energy difference at U = 5 is −0.1101 + 0.0981 = −0.0120. With accurate quadrature the two sides of (4) agree within 3 × 10⁻⁹ t at all four values of U, and d_M > d_I at every quadrature point between U = 4 and U_c2. The numerical check printed below contains these comparisons.

The same numbers show what the metal gains. Scaling t, U and V by a common factor scales (1) by that factor, so E = t∂E/∂t + U∂E/∂U + V∂E/∂V, and the last term vanishes on both branches. The first term is −(2/π)∫₀^∞ dω ∫de ρ(e) e²/(e² + y²), the kinetic energy K of the lattice. Hence E = K + Ud with d the slope, and

E_M − E_I = (K_M − K_I) + U(d_M − d_I).

At U = 5 the interaction energy is higher in the metal by 5 × 0.0281 = 0.141, while the kinetic energy, obtained by subtraction, is lower by 0.153. The net gain of 0.012 is a small remainder of two large terms. A larger double occupancy is thus compatible with a lower total energy: d_M > d_I says that the metal's energy rises faster with U, and a branch that rises faster and meets the other at U_c2 must have been below it before.

**What one bath level leaves out**

The isolated impurity of the insulator has d_imp = 0, yet its slope at U = 5 is 0.0189. By (3) this comes wholly from the mismatch g − G. Its meaning is seen at large U, where L(y₀) − ln y₀ ≈ ⟨e²⟩/(2y₀²) and ⟨e²⟩ = 1:

E_I ≈ −(1/π)∫₀^∞ dω ω²/(ω² + U²/4)² = −1/(2U).

This is the energy of virtual hops between lattice sites, with slope 1/(2U²). The lattice part of (1) contains these hops and the isolated impurity does not. In the metal at U = 5, d_imp = 0.0346 and the mismatch term 0.0124 add up to the slope 0.0470.

A better insulator has two bath levels at ±ε, with hopping and ε chosen so that D = g at two frequencies. Since the semicircle gives g = 1/(y + g), the condition D = g is the same as G = g. Its slope along the branch and its actual double occupancy are 0.0154 and 0.0152 at U = 6, and 0.00823 and 0.00816 at U = 8. They differ by about 1% of d_imp for matching frequencies near 0.2U and 0.6U. Other choices leave the slope at 0.0154 and 0.00823 but move d_imp, and the difference then ranges from almost zero to about 10% (for 0.05U and 0.3U at U = 6). If a zero-energy level is added with the pair held fixed, the coefficient of V² changes sign near U = 5.8, by interpolation on a coarse grid. This estimate is only an indication, because this pair bath is not stationary. If instead (1) is made stationary in all three bath parameters, a metallic solution exists. Its zero-energy hopping falls from 0.25 at U = 5 to 0.09 at U = 5.7, it lies below the insulator with a stationary pair by 0.009 at U = 5, and it merges with that insulator near U = 5.8, as in the one-level model.

The one-level model does not determine U_c1. Its insulator exists at every U > 0, even at weak coupling, where a self-energy with a pole at zero frequency is not a credible description. There the inequality d_M > d_I fails. Both energies tend to −⟨|e|⟩ as U → 0, so the slope difference must change sign; it does so near U = 1.1, and below U ≈ 0.9 the slope of the insulator exceeds the uncorrelated value ¼. The metal is nevertheless lower at the values examined, from U = 0.3 upward. The comparison of slopes was made only from U = 4 upward. Even that range is probably wider than the coexistence range of DMFT: an insulator with four bath levels, iterated to self-consistency, turns metallic between U = 4.75 and U = 4.5, so the values at U = 4.0 and 4.5 describe the model only. The model shows how the merger and the sign of d_M − d_I arise; it is not a proof for a fully converged bath. There, equation (4) still holds once the merger is established, and its sign follows if d_M > d_I in the coexistence range.

**When the conclusion changes**

If magnetic order is allowed, a third solution enters, and (4) says nothing about its energy.

At a small temperature T the free energy replaces E. The paramagnetic insulator of DMFT has a free spin on each site and gains T ln 2. The entropy of the metal is of order T/Z and is neglected here. Equating this gain to the energy advantage (8) of the metal gives

U_c2 − U = √(2T ln 2/α).

The neglect is consistent at low T: at this distance Z is of order √T, so the metal's entropy is also of order √T, small compared with ln 2. The transition now lies below U_c2, where d_M and d_I differ, and is of first order. As T → 0 the distance vanishes, and the transition returns to the point where the two solutions merge.

Values computed for the example and the checks

```
Unit: hopping t = 1; d, Z and ratios are dimensionless
free-band energy from functional = -0.848826 t
strong coupling, U=40 t: -2UE/t^2 = 0.99969
merger U_c2: metallic branch 5.84497 t, A=0 formula 5.84497 t
A at U=5.7450 t: formula -0.02045 /t, energies -0.02045 /t
A at U=5.9450 t: formula 0.01903 /t, energies 0.01903 /t
d_M-d_I extrapolated to merger = 1.3e-07
alpha near U_c2 = 0.03403 /t
-2(E_M-E_I)/[(U_c2-U)(d_M-d_I)] at U_c2-0.05 t = 1.0003
U=4.0 t: E_M=-0.176884 t, E_I=-0.121369 t
  V0=0.51863 t, Z=0.3770, d_M=0.086728, d_I=0.028652
  E_M-E_I=-0.0555151 t, integral=-0.0555151 t
  kinetic change=-0.287819 t, interaction change=0.232303 t
U=4.5 t: E_M=-0.138514 t, E_I=-0.108524 t
  V0=0.45377 t, Z=0.2680, d_M=0.066779, d_I=0.023030
  E_M-E_I=-0.0299906 t, integral=-0.0299906 t
  kinetic change=-0.226861 t, interaction change=0.196871 t
U=5.0 t: E_M=-0.110077 t, E_I=-0.098094 t
  V0=0.36813 t, Z=0.1633, d_M=0.047001, d_I=0.018891
  E_M-E_I=-0.0119832 t, integral=-0.0119832 t
  kinetic change=-0.152534 t, interaction change=0.140550 t
U=5.5 t: E_M=-0.091481 t, E_I=-0.089465 t
  V0=0.24048 t, Z=0.0644, d_M=0.027416, d_I=0.015762
  E_M-E_I=-0.0020157 t, integral=-0.0020157 t
  kinetic change=-0.066116 t, interaction change=0.064100 t
largest |integral-direct| = 3.0e-09 t
One-level bath at U=5.0 t
  metal: dE/dU=0.047001, d_imp=0.034589, bath term=0.012412
  insulator: dE/dU=0.018891, d_imp=0.000000, bath term=0.018891
Insulator with a pair of bath levels
  U=6.0 t: V1=0.6544 t, eps=2.3330 t, dE/dU=0.015417, d_imp=0.015201
  U=8.0 t: V1=0.6746 t, eps=3.4792 t, dE/dU=0.008234, d_imp=0.008157
  stability sign change, interpolated: U = 5.77 t
```
